Nuclear stopping from power-law scattering cross sections

**Setting and result**

A projectile of mass M₁ and laboratory energy E collides elastically with an atom of mass M₂ at rest, which recoils with energy T. Momentum and energy conservation limit T to

T_max = γE, γ = 4M₁M₂/(M₁ + M₂)².

Hartree atomic units are used throughout. The motion is classical and nonrelativistic, and the target atom is free.

**Theorem.** (a) Suppose that the differential cross section is

dσ = C E^(−m) T^(−1−m) dT for 0 < T ≤ γE,

with C independent of E and T. Then for every m < 1 the stopping cross section S(E) = ∫ T dσ is

S(E) = C γ^(1−m) E^(1−2m)/(1−m).

(b) For a repulsive potential V(r) = A/r^s with s ≥ 1, this form of dσ holds to leading order for soft collisions, T ≪ γE, with m = 1/s.

(c) For s > 1, the full classical stopping in the same potential is also proportional to E^(1−2m), with a prefactor that in general differs from the one in (a).

In a target of N atoms per unit volume, struck independently, a path dx contains N dσ dx collisions with recoil energy in dT. The mean energy loss per path length is therefore N S(E).

**Proof of (a)**

Insert dσ into the definition of S. The energy E is fixed during the integration over T:

S = C E^(−m) ∫₀^(γE) T · T^(−1−m) dT = C E^(−m) ∫₀^(γE) T^(−m) dT.

For m < 1 the antiderivative T^(1−m)/(1−m) vanishes at T = 0, so

S = C E^(−m) (γE)^(1−m)/(1−m) = C γ^(1−m) E^(1−2m)/(1−m). ∎

The exponent has two sources. The cross section at fixed T supplies E^(−m), and the growing range of recoil energies supplies E^(1−m). If the upper limit were a fixed energy instead of γE, only the first factor would remain. Stopping rises with E for m < 1/2, is constant for m = 1/2 and falls for 1/2 < m < 1.

**Remark 1: the condition m < 1.** With the integral restricted to T < xγE, where 0 < x ≤ 1, the same antiderivative gives the share x^(1−m) of S. For m = 1/2, recoils below one hundredth of the maximum supply 10% of the stopping; for m = 3/4 they supply 32%. The number of collisions behaves differently: ∫ dσ diverges at T = 0 for 0 ≤ m < 1, while the energy they carry stays finite.

At m = 1 the energy integral diverges too. A lower cutoff T_min gives

S = (C/E) ln(γE/T_min).

For m > 1 it gives

S = C E^(−m) [T_min^(1−m) − (γE)^(1−m)]/(m−1).

When (T_min/γE)^(m−1) ≪ 1, the second term is negligible and S varies as E^(−m) at fixed T_min, not as E^(1−2m). The theorem's exponent fails there because the softest collisions dominate.

**Lemma 1: recoil energy**

Let θ be the deflection angle in the centre-of-mass frame. Then

T = γE sin²(θ/2).

Proof. Let v be the initial projectile speed, E = M₁v²/2. The centre of mass moves at u = M₁v/(M₁ + M₂). In its frame the target has speed u before and after the elastic collision, and its velocity turns through θ. The change of a vector of length u turned through θ has length 2u sin(θ/2). The target started at rest in the laboratory, so this is its final laboratory speed:

T = (M₂/2) · 4u² sin²(θ/2) = [4M₁M₂/(M₁ + M₂)²] (M₁v²/2) sin²(θ/2). ∎

The energy of relative motion, with reduced mass μ = M₁M₂/(M₁ + M₂), is

E_c = μv²/2 = E M₂/(M₁ + M₂).

**Lemma 2: small deflections**

For V = A/r^s and impact parameter b, to first order in A/(E_c b^s),

θ = gA/(E_c b^s), g = √π Γ((s+1)/2)/Γ(s/2).

Proof. To first order the force may be evaluated on the undisturbed straight path, r² = b² + x² with x = vt. The radial force is sA/r^(s+1), and its component across the path is smaller by the factor b/r. The transverse momentum is

Δp = ∫ (sAb/r^(s+2)) dt = (sAb/v) ∫ dx/(b² + x²)^((s+2)/2),

with x running from −∞ to ∞. Put x = b tan α. Then dx = b dα/cos²α and b² + x² = b²/cos²α, which gives

Δp = [sA/(v b^s)] I, I = ∫ cos^s α dα from −π/2 to π/2.

The integrand is even. With q = sin²α on the positive half,

I = ∫₀¹ q^(−1/2) (1−q)^((s−1)/2) dq = √π Γ((s+1)/2)/Γ(s/2 + 1),

by the beta integral. The small deflection angle is Δp/(μv), and μv² = 2E_c, so

θ = sAI/(2E_c b^s).

Since Γ(s/2 + 1) = (s/2)Γ(s/2), the factor sI/2 equals g. ∎

**Proof of (b)**

For small θ, sin(θ/2) ≈ θ/2. Lemmas 1 and 2 give

T = γE (gA)²/(4E_c² b^(2s)).

The mass factors combine as

γE/(4E_c²) = [4M₁M₂E/(M₁ + M₂)²] · (M₁ + M₂)²/(4M₂²E²) = M₁/(M₂E),

and therefore

T = (M₁/M₂)(gA)²/(E b^(2s)).

The product ET depends on b alone. This is why E and T enter the collision area with the same power. Solving for b² and writing m = 1/s,

πb² = π [(M₁/M₂)(gA)²]^m E^(−m) T^(−m).

Smaller b means larger T, so πb² is the cross section for recoils above T. The positive differential cross section is minus its derivative with respect to T:

dσ = πm (M₁/M₂)^m (gA)^(2m) E^(−m) T^(−1−m) dT.

This is the stated form, with

C = πm (M₁/M₂)^m (gA)^(2m). ∎

In soft collisions with a given T, a faster projectile must pass closer to the atom, because the force acts for a shorter time. Using the formula up to T = γE is an extrapolation, whose quality depends on s.

**Lemma 3: the full orbit**

For a repulsive potential,

θ = π − 2b ∫ dr/[r² √(1 − b²/r² − V(r)/E_c)],

where r runs from the closest approach r₀ to infinity.

Proof. Angular momentum conservation gives the angular velocity vb/r². Energy conservation reads

μ(dr/dt)²/2 + μv²b²/(2r²) + V = μv²/2,

so (dr/dt)² = v²(1 − b²/r² − V/E_c). Dividing the angular velocity by the radial speed gives the angle swept per unit r. The incoming and outgoing halves are equal. An undeflected path sweeps π, and repulsion reduces the sweep by θ. ∎

**Proof of (c)**

Define the collision length

ρ = (A/E_c)^(1/s),

which is the closest approach in a head-on collision. In Lemma 3 set r = ρy and b = ρx. Then V/E_c = y^(−s), all factors of ρ cancel, and θ depends on x and s alone. Summing T over the rings 2πb db gives

S = 2πγE ∫₀^∞ b sin²(θ/2) db = πγEρ²J,

J = 2 ∫₀^∞ x sin²(θ/2) dx.

At large x, Lemma 2 makes the integrand proportional to x^(1−2s), which is integrable for s > 1. At small x the integrand is bounded. Thus J is a finite number independent of energy. Since ρ² is proportional to E^(−2/s),

S ∝ E · E^(−2/s) = E^(1−2m). ∎

The exponent therefore does not rest on the soft-collision approximation. Numerical integration over impact parameters at 100 and 2000 hartree, in dimensional variables, gives the exponents −0.33333, 0, 0.33333 and 0.50000 for s = 1.5, 2, 3 and 4, as predicted.

**Remark 2: the prefactor.** The extrapolated formula reaches T = γE at a nonzero impact parameter b₀. The power law replaces sin(θ/2) by the small-angle expression gA/(2E_c b^s). Setting this expression equal to 1 gives

b₀² = ρ²(g/2)^(2m).

Smaller impact parameters are left out of the power-law stopping, although they produce the largest recoils. At b₀ itself the formula assigns the maximum recoil energy, which the full orbit reaches only head-on. These errors have opposite signs. To find their net effect, use (M₁/M₂)E^(−2)A² = γA²/(4E_c²), which follows from the mass identity above. Then

S_power = πγEρ² [m/(1−m)] (g/2)^(2m),

S_power/S_full = m(g/2)^(2m)/[(1−m)J].

For s = 1.5, 2, 3 and 4 this ratio is 1.058, 0.988, 0.772 and 0.606. It passes through 1 between s = 1.5 and s = 2, where the two errors cancel. The approximation is good near s = 2 and becomes poor for the steeper potentials.

**Two limiting potentials**

*Coulomb repulsion, s = 1.* Put w = 1/r and k = A/E_c in Lemma 3. The integral becomes b∫dw/√(1 − kw − b²w²), from zero to the positive root. Completing the square with z = bw + k/(2b) turns it into

∫ dz/√(Z² − z²), Z² = 1 + k²/(4b²),

from z = k/(2b) to Z. Its value is π/2 − arcsin[k/(2bZ)]. Hence sin(θ/2) = k/(2bZ), or tan(θ/2) = k/(2b), and

T = γE/(1 + 4b²/k²), b² = (k²/4)(γE/T − 1).

Differentiation gives

dσ = πk²γE/(4T²) dT = π(M₁/M₂)A² E^(−1) T^(−2) dT.

This agrees with (b) for m = 1 and g = 1, now at every allowed T. The cross section has the power form, but its stopping integral diverges logarithmically. A bare Coulomb potential needs screening, or another physical cutoff, before it yields a finite nuclear stopping.

*Hard sphere of radius R.* Specular reflection gives sin²(θ/2) = 1 − b²/R² for b < R, so T = γE(1 − b²/R²) and

dσ = (πR²/γE) dT, S = πR²γE/2.

Stopping is proportional to E, the limit of E^(1−2m) as m → 0. The cross section, however, is uniform in T instead of proportional to 1/T. The exponent survives this limit while the soft-collision form of dσ does not.

**Worked example**

Take M₂/M₁ = 2.5 and N = 0.01 bohr⁻³, so that γ = 0.81633 and E_c = 0.71429E. These and the potential strengths below are round model parameters.

*Inverse-square potential, A = 150 hartree bohr².* Here m = 1/2 and g = π/2 = 1.5708. The constant is

C = (π/2) √0.4 × 1.5708 × 150 = 234.08 hartree bohr².

The energy cancels from the stopping formula:

S = 234.08 × √0.81633/0.5 = 423.0 hartree bohr².

The full classical value is 428.3 hartree bohr², again the same at 500, 1000 and 2000 hartree. The power-law value is 1.2% low relative to it. The energy loss is

N S = 0.01 × 423.0 = 4.23 hartree/bohr = 217.5 eV/Å,

against 220.2 eV/Å for the full classical calculation.

The orbit can be solved by hand in this case. In Lemma 3 the terms b²/r² and ρ²/r² combine, and the integral gives

θ = π[1 − b/√(b² + ρ²)].

At E = 1000 hartree, ρ² = 150/714.29 = 0.210 bohr². For b = 0.3 bohr this yields θ = 1.421 and T = 816.33 sin²(0.7105) = 347.2 hartree. Integrating Newton's equations for both particles gives the same value.

The closed form also shows how well the extrapolation works for hard collisions. Near b = 0, sin²(θ/2) ≈ 1 − π²b²/(4ρ²), so the full dσ/dT tends to 4ρ²/(πγE). The power form at T = γE is π²ρ²/(8γE). Their ratio is π³/32 = 0.969: even head-on, the power form is only 3.1% below the full result. At T = 0.9T_max the computed ratio is 0.971, and at 0.01T_max it is 0.999.

*Inverse-cube potential, A = 100 hartree bohr³.* Here m = 1/3, g = 2 and C = 26.388 hartree^(2/3) bohr². At E = 200 hartree,

S = 26.388 × 0.81633^(2/3) × 200^(1/3)/(2/3) = 202.2 hartree bohr².

Doubling E multiplies this by 2^(1/3) = 1.260, giving 254.7 hartree bohr² at 400 hartree. The full classical values, 261.8 and 329.8 hartree bohr², have the same ratio. The power-law prefactor is now 23% low relative to them. At 200 hartree the losses are 104.0 and 134.6 eV/Å. A correct energy exponent thus does not certify the absolute stopping.

**Remark 3: use for real atoms**

A screened atomic repulsion is not a single power of r. For the model form V = (Q/r) exp(−r/a), with constant strength Q and screening length a, the local exponent is

s(r) = −d ln V/d ln r = 1 + r/a.

It grows with distance. Slow projectiles turn back farther out and so meet a larger local exponent, although the force itself is weaker there. This suggests a smaller effective m at lower energy. One value of m can then describe a limited energy range, but not the whole slowing-down.

The independent-collision picture also has a limit in a solid. In the inverse-square example at 1000 hartree, a recoil of 10⁻⁴T_max corresponds to b = 4.04 bohr, comparable with the length N^(−1/3) = 4.6 bohr. By Remark 1, recoils below this energy supply 1% of the power-law stopping. Encounters begin to overlap with those of neighbouring atoms at smaller b, roughly half that length. For s = 2 the power-law share from impact parameters beyond b is (b₀/b)² = πρ²/(4b²); beyond 2.3 bohr it is about 3% at 1000 hartree and, since ρ² varies as 1/E, about 6% at 500 hartree. Electronic energy loss, atomic binding and correlated collisions lie outside the model; the numerical output gives the classical binary-collision values on which the comparisons rest.

Computed results

```
mass ratio M2/M1 = 2.50
kinematic factor gamma = 0.81633
relative energy fraction Ec/E = 0.71429
atomic density = 0.010 bohr^-3
s=2, E=1000 hartree, b=0.3 bohr: recoil energy, Newton 347.198, orbit integral 347.198 hartree
s=3, E=200 hartree, b=0.6 bohr: recoil energy, Newton 70.764, orbit integral 70.764 hartree
s=2, m=0.5000: A = 150 hartree bohr^2
  impulse constant g = 1.57080
  C = 234.0782 hartree^(2m) bohr^2
  E=500 hartree, Tmax=408.16 hartree: S power 422.983, S full 428.263 hartree bohr^2
  E=1000 hartree, Tmax=816.33 hartree: S power 422.983, S full 428.263 hartree bohr^2
  E=2000 hartree, Tmax=1632.65 hartree: S power 422.983, S full 428.263 hartree bohr^2
  power-law energy loss at E=1000 hartree: 4.2298 hartree/bohr = 217.51 eV/angstrom
  full classical energy loss there: 4.2826 hartree/bohr = 220.22 eV/angstrom
s=3, m=0.3333: A = 100 hartree bohr^3
  impulse constant g = 2.00000
  C = 26.3877 hartree^(2m) bohr^2
  E=100 hartree, Tmax=81.63 hartree: S power 160.473, S full 207.775 hartree bohr^2
  E=200 hartree, Tmax=163.27 hartree: S power 202.184, S full 261.780 hartree bohr^2
  E=400 hartree, Tmax=326.53 hartree: S power 254.735, S full 329.822 hartree bohr^2
  power-law energy loss at E=200 hartree: 2.0218 hartree/bohr = 103.97 eV/angstrom
  full classical energy loss there: 2.6178 hartree/bohr = 134.61 eV/angstrom
s=1.5: full classical exponent -0.33333, 1-2m -0.33333, J 1.0766, S power/S full 1.0579
s=2: full classical exponent -0.00000, 1-2m 0.00000, J 0.7952, S power/S full 0.9877
s=3: full classical exponent 0.33333, 1-2m 0.33333, J 0.6474, S power/S full 0.7723
s=4: full classical exponent 0.50000, 1-2m 0.50000, J 0.5967, S power/S full 0.6063
s=2, T/Tmax=0.0001: b = 4.0418 bohr, dsigma power/full = 1.0000
s=2, T/Tmax=0.0100: b = 1.2210 bohr, dsigma power/full = 0.9994
s=2, T/Tmax=0.1000: b = 0.6009 bohr, dsigma power/full = 0.9951
s=2, T/Tmax=0.5000: b = 0.2646 bohr, dsigma power/full = 0.9814
s=2, T/Tmax=0.9000: b = 0.0959 bohr, dsigma power/full = 0.9712
m=0.3333: share of S from T < 0.01 Tmax = 0.0464
m=0.5000: share of S from T < 0.01 Tmax = 0.1000
m=0.7500: share of S from T < 0.01 Tmax = 0.3162
m=1, C=1 hartree^2 bohr^2, E=1000 hartree, Tmin=1e-02 hartree: S = 0.011310 hartree bohr^2
m=1, C=1 hartree^2 bohr^2, E=1000 hartree, Tmin=1e-06 hartree: S = 0.020520 hartree bohr^2
m=1.25, fixed Tmin=1e-30 hartree: exponent of S = -1.25000, while 1-2m = -1.50
```
